# Why a concave isotropic phonon branch cannot decay into itself: test program

```python
"""Result under test: if a phonon branch w(q) depends only on q = |q vector|,
starts at w(0) = 0, and is strictly increasing and strictly concave, then
    D = w(q1) + w(q2) - w(q) > 0
for every triad q vector = q1 vector + q2 vector modulo a reciprocal vector,
all reduced to the first zone. Hence one phonon cannot decay into two of its
own branch. Units: q in 1/nm, w in rad/ps, speed in km/s = nm/ps,
curvature c in nm^2/ps. Model branches: w = v q - c q^2.
Parameters are rough, rounded values in the regime of silicon.
"""
import numpy as np
from scipy.constants import hbar, e as charge
from scipy.optimize import brentq

rng = np.random.default_rng(7)
MEV = hbar * 1e12 / charge * 1e3       # meV per rad/ps
a_lat = 0.543                          # nm
v_L, v_T, c = 9.0, 5.2, 0.20
unit = 2 * np.pi / a_lat               # 1/nm
q_corner = unit * np.sqrt(1.25)        # farthest corner of the fcc zone


def w_L(q):
    return v_L * q - c * q**2


def w_T(q):
    return v_T * q - c * q**2


def w_convex(q):
    return v_L * q + c * q**2


b_sine = np.pi / (2 * 13.0)


def w_sine(q):
    return 60.0 * np.sin(b_sine * q)


def w_saturating(q):
    return 80.0 * (1 - np.exp(-q / 9.0))


def fold(x):
    """Reduce vectors (units 2 pi/a) to the first fcc zone: subtract the
    nearest reciprocal vector, whose integers are all even or all odd."""
    even = 2 * np.round(x / 2)
    odd = 2 * np.round((x - 1) / 2) + 1
    d_even = np.sum((x - even)**2, axis=1)
    d_odd = np.sum((x - odd)**2, axis=1)
    return x - np.where((d_even <= d_odd)[:, None], even, odd)


def length(x):
    return unit * np.linalg.norm(x, axis=1)


# Both model branches must rise throughout the zone.
assert v_L / (2 * c) > q_corner and v_T / (2 * c) > q_corner

# Random triads in the true zone, umklapp included
n = 300000
k0, k1, k3 = (fold(rng.uniform(-1, 1, (n, 3))) for _ in range(3))
k2 = fold(k0 - k1)
umklapp = np.linalg.norm(k0 - k1 - k2, axis=1) > 0.5
q0, q1, q2 = length(k0), length(k1), length(k2)
assert q0.max() <= q_corner * (1 + 1e-12)
assert 0.05 * n < umklapp.sum() < 0.95 * n
assert np.all(q1 + q2 >= q0 - 1e-10)
for branch in (w_L, w_T, w_sine, w_saturating):
    assert np.all(branch(q1) + branch(q2) - branch(q0) > 0)
D_scan = w_L(q1) + w_L(q2) - w_L(q0)
convex_hits = np.sum(w_convex(q1) + w_convex(q2) < w_convex(q0))
assert convex_hits > 0                 # the scan can detect a failure

# Decay into branches lying nowhere below the initial one
assert np.all(w_L(q1) + w_T(q2) > w_T(q0))
assert np.all(w_L(q1) + w_L(q2) > w_T(q0))
# Decay into three phonons of the same branch
q3, q4 = length(k3), length(fold(k0 - k1 - k3))
assert np.all(w_L(q1) + w_L(q3) + w_L(q4) > w_L(q0))

# Least mismatch over angle, by direct search, against 2 c q1 (q - q1)
q = 5.0
angles = np.linspace(0, np.pi, 20001)
splits = (0.5, 1.0, 2.5)
least = []
for s in splits:
    other = np.sqrt(q**2 + s**2 - 2 * q * s * np.cos(angles))
    mismatch = w_L(s) + w_L(other) - w_L(q)
    assert np.argmin(mismatch) == 0
    assert abs(mismatch.min() - 2 * c * s * (q - s)) < 1e-9
    least.append(mismatch.min())
fine = np.linspace(0.001, q - 0.001, 4999)
collinear = w_L(fine) + w_L(q - fine) - w_L(q)
assert abs(fine[np.argmax(collinear)] - q / 2) < 2e-3
assert abs(collinear.max() - c * q**2 / 2) < 1e-6

# Soft limit for a different concave branch
h = 1e-4
soft_numeric = (w_sine(h) + w_sine(q - h) - w_sine(q)) / h
soft_formula = 60.0 * b_sine * (1 - np.cos(b_sine * q))
assert abs(soft_numeric / soft_formula - 1) < 1e-3

# Dropping an assumption: convex branch, equal split at a finite angle
k_cv = brentq(lambda k: 2 * w_convex(k) - w_convex(q), q / 2, q)
angle_cv = np.degrees(np.arccos(q / (2 * k_cv)))
assert angle_cv > 1
# Linear branch: collinear decay conserves energy
assert abs(v_L * 1.3 + v_L * (q - 1.3) - v_L * q) < 1e-12


# Concave branch that turns down: w = x (1 - x^4), 0 <= x <= 1
def w_turning(x):
    return x * (1 - x**4)


x0 = 0.2**0.25
x2 = brentq(lambda s: w_turning(x0 + s) + w_turning(s) - w_turning(x0),
            0.01, 0.3)
x1 = x0 + x2                           # momentum: x0 = x1 - x2
assert x0 < x1 < 1

# Open channels of the longitudinal phonon into other branches
qt = 2.0
ql = brentq(lambda k: w_L(k) + w_T(qt) - w_L(q), 0, q)
cos_lt = (q**2 + qt**2 - ql**2) / (2 * q * qt)
assert abs(cos_lt) < 1
angle_lt = np.degrees(np.arccos(cos_lt))
k_tt = brentq(lambda k: 2 * w_T(k) - w_L(q), q / 2, q_corner)
angle_tt = np.degrees(np.arccos(q / (2 * k_tt)))

# Neglected effect 1: finite linewidth, rough combined lifetime
tau = 10.0                             # ps
gamma = 1 / tau                        # full width, rad/ps
q_soft = brentq(lambda s: w_L(s) + w_L(q - s) - w_L(q) - gamma,
                1e-6, q / 2)
assert abs(q_soft - (q - np.sqrt(q**2 - 2 * gamma / c)) / 2) < 1e-9
weight = (gamma / 2)**2 / (collinear.max()**2 + (gamma / 2)**2)

# Neglected effect 2: elastic anisotropy, rough silicon constants
C11, C12, C44, rho = 166.0, 64.0, 80.0, 2.33   # GPa, g/cm^3


def elastic(k):
    """Three long-wave frequencies, ascending, for each row of k."""
    M = (C12 + C44) * k[:, :, None] * k[:, None, :]
    k_sq = np.sum(k**2, axis=1)
    for i in range(3):
        M[:, i, i] = C11 * k[:, i]**2 + C44 * (k_sq - k[:, i]**2)
    return np.sqrt(np.linalg.eigvalsh(M / rho))


p1, p2 = rng.normal(size=(2, 60000, 3))
f1, f2, f12 = elastic(p1), elastic(p2), elastic(p1 + p2)
assert np.all(f1[:, 2] + f2[:, 2] >= f12[:, 2] * (1 - 1e-12))
axes = np.array([[1., 0, 0], [1, 1, 0], [1, 1, 1]])
axes /= np.linalg.norm(axes, axis=1)[:, None]
v_axes = elastic(axes)
th = np.radians(np.linspace(0, 44, 4401))
plane = np.column_stack([np.cos(th), np.sin(th), 0 * th])
v_slow = elastic(plane)[:, 0]
ratio = v_slow / np.cos(th) / v_slow[0]
best = np.argmin(ratio)
assert ratio[best] < 1 - 1e-3          # slow transverse branch can decay
# Symmetric split with the isotropic curvature c added to the elastic speed
closing = (v_slow[0] - v_slow / np.cos(th)) / (c * (1 - 0.5 / np.cos(th)**2))
i_close = np.argmax(closing)
q_close = closing[i_close]


def symmetric_gap(qq):
    kk = qq / (2 * np.cos(th))
    return np.min((2 * (v_slow * kk - c * kk**2)
                   - (v_slow[0] * qq - c * qq**2))[1:])


assert symmetric_gap(0.95 * q_close) < 0 < symmetric_gap(1.05 * q_close)

print(f"LA speed, TA speed: {v_L:.1f}, {v_T:.1f} km/s")
print(f"curvature c, both branches: {c:.2f} nm^2/ps")
print(f"lattice constant: {a_lat:.3f} nm")
print(f"farthest zone corner: {q_corner:.2f} 1/nm")
print(f"LA, TA turning points: {v_L/(2*c):.1f}, {v_T/(2*c):.1f} 1/nm")
print(f"random triads: {n}, of which umklapp: {umklapp.sum()}")
print(f"LA triads with D <= 0: {np.sum(D_scan <= 0)}")
print(f"smallest LA D in scan: {D_scan.min():.2e} rad/ps")
print(f"convex control, triads with D < 0: {convex_hits}")
print(f"example LA phonon q: {q:.1f} 1/nm")
print(f"its frequency: {w_L(q):.2f} rad/ps")
print(f"its frequency: {w_L(q)/(2*np.pi):.2f} THz")
print(f"its energy: {w_L(q)*MEV:.2f} meV")
for s, d in zip(splits, least):
    print(f"least D at q1 = {s:.1f} 1/nm: {d:.3f} rad/ps = {d*MEV:.3f} meV")
print(f"sine branch soft slope, direct: {soft_numeric:.4f} nm/ps")
print(f"sine branch soft slope, formula: {soft_formula:.4f} nm/ps")
print(f"convex branch, equal split, each q: {k_cv:.3f} 1/nm")
print(f"convex branch, angle of each to parent: {angle_cv:.1f} deg")
print(f"turning branch x, x1, x2: {x0:.4f}, {x1:.4f}, {x2:.4f} (no unit)")
print(f"turning branch w(x): {w_turning(x0):.4f} (no unit)")
print(f"turning branch w(x1), w(x2): {w_turning(x1):.4f}, "
      f"{w_turning(x2):.4f} (no unit)")
print(f"LA -> LA + TA, q of TA, LA: {qt:.1f}, {ql:.3f} 1/nm")
print(f"LA -> LA + TA, angle of TA to parent: {angle_lt:.1f} deg")
print(f"LA -> TA + TA, each q: {k_tt:.3f} 1/nm")
print(f"LA -> TA + TA, angle of each to parent: {angle_tt:.1f} deg")
print(f"rough combined lifetime: {tau:.0f} ps")
print(f"full linewidth: {gamma:.2f} rad/ps = {gamma*MEV:.4f} meV")
print(f"collinear D below linewidth for q1 under: {q_soft:.4f} 1/nm")
print(f"matching wavelength: {2*np.pi/q_soft:.0f} nm")
print(f"Lorentzian weight at equal split, peak = 1: {weight:.1e}")
print(f"elastic C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"density: {rho:.2f} g/cm^3")
print(f"elastic LA speed [100], [110], [111]: {v_axes[0,2]:.2f}, "
      f"{v_axes[1,2]:.2f}, {v_axes[2,2]:.2f} km/s")
print(f"elastic slow TA speed [100], [110]: {v_axes[0,0]:.2f}, "
      f"{v_axes[1,0]:.2f} km/s")
print(f"slow TA [100] symmetric split, largest surplus: "
      f"{100*(1-ratio[best]):.2f} % of parent energy")
print(f"angle of each to [100] there: {np.degrees(th[best]):.1f} deg")
print(f"dispersion closes symmetric split above: {q_close:.2f} 1/nm")
print(f"angle of each to [100] at closing: {np.degrees(th[i_close]):.1f} deg")
print("all assertions hold")
```

Output:

```
LA speed, TA speed: 9.0, 5.2 km/s
curvature c, both branches: 0.20 nm^2/ps
lattice constant: 0.543 nm
farthest zone corner: 12.94 1/nm
LA, TA turning points: 22.5, 13.0 1/nm
random triads: 300000, of which umklapp: 162851
LA triads with D <= 0: 0
smallest LA D in scan: 7.34e-01 rad/ps
convex control, triads with D < 0: 3566
example LA phonon q: 5.0 1/nm
its frequency: 40.00 rad/ps
its frequency: 6.37 THz
its energy: 26.33 meV
least D at q1 = 0.5 1/nm: 0.900 rad/ps = 0.592 meV
least D at q1 = 1.0 1/nm: 1.600 rad/ps = 1.053 meV
least D at q1 = 2.5 1/nm: 2.500 rad/ps = 1.646 meV
sine branch soft slope, direct: 1.2833 nm/ps
sine branch soft slope, formula: 1.2833 nm/ps
convex branch, equal split, each q: 2.625 1/nm
convex branch, angle of each to parent: 17.7 deg
turning branch x, x1, x2: 0.6687, 0.9039, 0.2351 (no unit)
turning branch w(x): 0.5350 (no unit)
turning branch w(x1), w(x2): 0.3006, 0.2344 (no unit)
LA -> LA + TA, q of TA, LA: 2.0, 3.678 1/nm
LA -> LA + TA, angle of TA to parent: 39.3 deg
LA -> TA + TA, each q: 4.693 1/nm
LA -> TA + TA, angle of each to parent: 57.8 deg
rough combined lifetime: 10 ps
full linewidth: 0.10 rad/ps = 0.0658 meV
collinear D below linewidth for q1 under: 0.0505 1/nm
matching wavelength: 124 nm
Lorentzian weight at equal split, peak = 1: 4.0e-04
elastic C11, C12, C44: 166, 64, 80 GPa
density: 2.33 g/cm^3
elastic LA speed [100], [110], [111]: 8.44, 9.15, 9.37 km/s
elastic slow TA speed [100], [110]: 5.86, 4.68 km/s
slow TA [100] symmetric split, largest surplus: 3.44 % of parent energy
angle of each to [100] there: 23.7 deg
dispersion closes symmetric split above: 2.56 1/nm
angle of each to [100] at closing: 25.8 deg
all assertions hold
```
